\section*{Refining the Mesh Changes the Magnetization in Finite-Temperature Micromagnetics}

Suppose a soft magnetic film material is simulated at 300 K with its measured room-temperature magnetization, 800 kA/m, and its measured exchange stiffness, 10 pJ/m. With 4 nm cells the simulated box has a magnetization of 792 kA/m. With 1 nm cells, and nothing else changed, it has 759 kA/m. Refining the mesh has moved the answer away from the value that was put in. Someone who expects convergence may blame the integrator, or adjust the damping, and neither is at fault.

The belief behind that expectation is reasonable: a micromagnetic simulation approximates a continuum, so once the cells are smaller than the magnetic structures, and the thermal field has been scaled correctly with cell volume, a finer mesh should give the same averages. Each premise contains something true. The conclusion fails because each new cell brings new fluctuating degrees of freedom.

\section{What is true in the belief}

Take cubic cells of side $a$, each carrying a unit vector $\mathbf m_i$ and a moment $Ma^3$. The continuum exchange energy is $\int A|\nabla\mathbf m|^2\,dV$. Replacing each derivative by a difference between neighbours gives, for every nearest-neighbour bond,
\begin{equation}
Aa^3\frac{|\mathbf m_i-\mathbf m_j|^2}{a^2}
=2Aa\,(1-\mathbf m_i\cdot\mathbf m_j).
\end{equation}
Apart from a constant, the cells form a classical Heisenberg magnet with energy $-J\sum\mathbf m_i\cdot\mathbf m_j$, each bond counted once, and
\begin{equation}
J=2Aa .
\end{equation}

At zero temperature this model converges. For a helix of wavenumber $k$ along a cube axis, neighbours differ by the angle $ka$, and the energy density is
\begin{equation}
\frac{2A}{a^2}(1-\cos ka)=Ak^2\left(1-\frac{k^2a^2}{12}+\dots\right).
\end{equation}
A helix of wavelength 64 nm has a continuum energy density of 96.4 kJ/m$^3$. Cells of 4, 2 and 1 nm give 95.2, 96.1 and 96.3 kJ/m$^3$.

The thermal field also scales as claimed. Let $\gamma$ be the gyromagnetic ratio, $\alpha$ the damping constant and $\gamma'=\gamma/(1+\alpha^2)$. The stochastic Landau--Lifshitz--Gilbert equation is
\begin{equation}
\dot{\mathbf m}_i=-\gamma'\left[\mathbf m_i\times\mathbf B_i
+\alpha\,\mathbf m_i\times(\mathbf m_i\times\mathbf B_i)\right],
\end{equation}
where $\mathbf B_i$ is the exchange field plus a white-noise field $\mathbf b_i$, read in the Stratonovich sense, with $\langle b_\mu(t_1)b_\nu(t_2)\rangle=2D\delta_{\mu\nu}\delta(t_1-t_2)$. The noise displaces $\mathbf m_i$ along two perpendicular tangent directions, with relative strengths 1 and $\alpha$. This is isotropic diffusion on the sphere with coefficient $D'=\gamma'^2(1+\alpha^2)D=\gamma\gamma'D$.

Consider the probability density $P\propto e^{-E/kT}$. Precession leaves it unchanged: it conserves $E$, and since the exchange field on a cell does not depend on that cell's own vector, it is a rigid rotation of each sphere. Damping moves $\mathbf m_i$ with velocity $-\gamma'\alpha\nabla_iE/(Ma^3)$. The sum of damping and diffusion currents is
\begin{equation}
-\frac{\gamma'\alpha}{Ma^3}P\,\nabla_iE-D'\nabla_iP
=\left(-\frac{\gamma'\alpha}{Ma^3}+\frac{\gamma\gamma'D}{kT}\right)P\,\nabla_iE .
\end{equation}
It vanishes if
\begin{equation}
D=\frac{\alpha kT}{\gamma Ma^3},
\end{equation}
so the field in a time step $\Delta t$ has variance $2D/\Delta t$ per component. Averaging the independent fields of eight small cells divides their variance by eight, which is the variance for one cell of twice the side. The noise acting on the coarse average is thus consistent between meshes.

What this scaling secures is the Boltzmann distribution \emph{of the chosen cell model}. It does not make different cell models equivalent. In zero field the distribution contains the single parameter
\begin{equation}
t=\frac{kT}{J}=\frac{kT}{2Aa},
\end{equation}
besides the number of cells. Halving $a$ at fixed $A$ doubles $t$: in terms of its own exchange constant, the finer mesh is twice as hot.

\section{The thermal loss of magnetization}

Let the magnetization lie along $z$ and let $t$ be small. With transverse components $x_i,y_i$,
\begin{equation}
z_i\simeq1-\tfrac12(x_i^2+y_i^2),
\end{equation}
and to second order
\begin{equation}
1-\mathbf m_i\cdot\mathbf m_j\simeq
\tfrac12\left[(x_i-x_j)^2+(y_i-y_j)^2\right].
\end{equation}
Write $x_i=N^{-1/2}\sum_{\mathbf q}x_{\mathbf q}e^{i\mathbf q\cdot\mathbf n_i}$, where $\mathbf n_i$ holds the integer cell coordinates and $N$ is the number of cells. A bond in direction $\mu$ contributes $|1-e^{iq_\mu}|^2=2-2\cos q_\mu$. Hence
\begin{align}
E&=\frac J2\sum_{\mathbf q}\lambda(\mathbf q)
\left(|x_{\mathbf q}|^2+|y_{\mathbf q}|^2\right),\\
\lambda(\mathbf q)&=2\sum_{\mu=1}^{3}(1-\cos q_\mu).
\end{align}
Equipartition gives $\langle|x_{\mathbf q}|^2\rangle=\langle|y_{\mathbf q}|^2\rangle=t/\lambda(\mathbf q)$. The mean square of one transverse component of a cell is therefore
\begin{equation}
s=\langle x_i^2\rangle=\frac1N\sum_{\mathbf q\neq0}\frac{t}{\lambda(\mathbf q)}
\;\longrightarrow\;Wt,
\qquad W=0.2527,
\end{equation}
for a large box. The uniform mode is omitted because it only turns the magnetization as a whole. Since $1-\langle z_i\rangle=\frac12(s+s)=s$,
\begin{equation}
\langle m\rangle=1-Wt+O(t^2)=1-\frac{WkT}{2Aa}+O(t^2).
\label{loss}
\end{equation}
The loss grows as $1/a$. This is the refutation: at fixed $A$, $M$ and $T$, refinement does not bring the magnetization to a limit near its input value.

For the inputs above, $kT=25.9$ meV $=4.14\times10^{-21}$ J. With $a=1$ nm,
\begin{equation}
t=\frac{4.14\times10^{-21}}{2\,(10^{-11})(10^{-9})}=0.207,
\qquad Wt=0.052 .
\end{equation}
The bulk formula gives $\langle m\rangle=0.948$ for 1 nm cells, 0.974 for 2 nm and 0.987 for 4 nm.

Monte Carlo sampling of the full nonlinear cell model, in a periodic cube of side 16 nm, gives 0.949, 0.976 and 0.990. These values lie slightly higher because waves longer than the box are missing. At small $q$, $\lambda\simeq q^2$, and the omitted part of the mean of $1/\lambda$ scales as $1/n$ for $n$ cells per edge. Multiplied by $t$ it becomes proportional to $kT/(A\,na)$, which depends on the box side $na$ and not on the cell side. For the 1 nm mesh this first-order excess is 0.003, while the sampled value exceeds the bulk formula by only 0.001; apart from sampling error, the difference is the effect of terms beyond first order in $t$, which are not calculated here. The finite-box excess nearly cancels between meshes: from 2 nm to 1 nm the sampled drop is 0.0277, while (\ref{loss}) gives 0.0262.

The dynamics agrees with the sampling. A stochastic Landau--Lifshitz--Gilbert run with 2 nm cells gives $m=0.9765$, against 0.9764 from Monte Carlo. The mesh dependence is a property of the equilibrium that a correct thermal field produces.

\section{Which modes carry the loss}

Define $\mathbf m_{\mathbf k}=N^{-1}\sum_i\mathbf m_ie^{-i\mathbf k\cdot\mathbf r_i}$, with $\mathbf r_i$ the cell positions. Parseval's theorem and $|\mathbf m_i|=1$ give
\begin{equation}
1=|\mathbf m_0|^2+\sum_{\mathbf k\neq0}|\mathbf m_{\mathbf k}|^2 .
\end{equation}
Whatever the uniform magnetization loses is found in the nonuniform modes. Their total power is 0.0467 on the 2 nm mesh and 0.1001 on the 1 nm mesh, an increase of 0.0534. On the fine mesh, the modes that the coarse mesh could already represent hold 0.0366, and the newly admitted modes hold 0.0635. Along each axis the wavenumbers $\pm\pi/(2\ \mathrm{nm})$ are one and the same wave on the coarse mesh, so only one of the two is counted as old. The new modes supply more than the whole increase.

With this counting of the zone-edge waves, the old modes hold about a fifth less power on the fine mesh, because the finite differences of the coarse mesh make short waves too soft. In a box of volume $V$, the variance of one transverse component of a mode is $kT/[2AV(\lambda/a^2)]$, and for a wave along a cube axis
\begin{equation}
\frac{\lambda}{a^2}=\frac{4}{a^2}\sin^2\frac{ka}{2},
\end{equation}
which rises towards $k^2$ as $a$ decreases. Refinement improves the old modes, as the belief expects, while it adds others.

\section{Stiffness and anisotropy also change}

The stiffness seen at long wavelengths is defined by the free energy of a slow helix. Rotate the cell vectors about $y$, perpendicular to the magnetization, by an additional angle $\varphi=ka$ from each cell to the next along one cube axis. For such a bond the scalar product becomes
\begin{equation}
y_iy_j+\cos\varphi\,(x_ix_j+z_iz_j)+\sin\varphi\,(x_iz_j-z_ix_j).
\end{equation}
Let $C=\sum(x_iz_j-z_ix_j)$ over these $N$ bonds. Expanding the free energy to order $\varphi^2$, with $\langle C\rangle=0$ by reflection symmetry, gives
\begin{equation}
\Delta F=\frac{\varphi^2}{2}\left[NJ\langle x_ix_j+z_iz_j\rangle
-\frac{J^2}{kT}\langle C^2\rangle\right].
\end{equation}
The linear part of $C$ is $\sum(x_i-x_j)$, which telescopes to zero in a periodic box. The remainder is cubic in the transverse components, so $\langle C^2\rangle$ is of order $Nt^3$ and its contribution to the bracket is of order $NJt^2$. It can be dropped at first order.

Two averages remain. The first is
\begin{equation}
\langle x_ix_j\rangle=\frac tN\sum_{\mathbf q}\frac{\cos q_\mu}{\lambda}
=t\left(W-\frac16\right),
\end{equation}
because the three equivalent means of $2(1-\cos q_\mu)/\lambda$ add to one. The second is $\langle z_iz_j\rangle=1-\frac12(4Wt)=1-2Wt$. Setting $\Delta F=A_{\rm macro}k^2Na^3$ and using $J=2A_{\rm cell}a$,
\begin{equation}
A_{\rm macro}=A_{\rm cell}\left[1-\left(W+\tfrac16\right)t\right].
\label{stiff}
\end{equation}

In a simulated box without field or anisotropy no direction of the magnetization is preferred, so the formula is averaged over the twist axis. With $\mathbf C=\sum\mathbf m_i\times\mathbf m_j$ this gives $\frac23\langle\mathbf m_i\cdot\mathbf m_j\rangle-\langle|\mathbf C|^2\rangle/(3Nt)$. A twist about the magnetization itself costs nothing at first order in a large box: in units of $J$, its two terms are the means of $2t\cos q_\mu/\lambda$ and $-4t\sin^2q_\mu/\lambda^2$, which cancel because the derivative of $\sin q_\mu/\lambda$ with respect to $q_\mu$ averages to zero. A twist about an axis at angle $\psi$ to the magnetization therefore costs a fraction $\sin^2\psi$ of the full stiffness, with mean $2/3$. Dividing by $2/3$ yields the measured ratio
\begin{equation}
\frac{A_{\rm macro}}{A_{\rm cell}}=
\langle\mathbf m_i\cdot\mathbf m_j\rangle-\frac{\langle|\mathbf C|^2\rangle}{2Nt}.
\end{equation}

A weak uniaxial anisotropy, $-K(\mathbf m\cdot\mathbf e)^2$ per volume, is reduced further. If the magnetization makes an angle $\psi$ with the easy axis $\mathbf e$, the cell average is
\begin{equation}
\langle(\mathbf m\cdot\mathbf e)^2\rangle
=s\sin^2\psi+(1-2s)\cos^2\psi=s+(1-3s)\cos^2\psi .
\end{equation}
To first order in $K$ and $t$, therefore, $K_{\rm macro}=K_{\rm cell}(1-3Wt)$. On the 1 nm mesh the measured factor is 0.854. In this periodic block, a barrier to uniform rotation due to this anisotropy alone is proportional to $K$ and falls by 15\%, while the magnetization falls by 5\%. These figures do not carry over to a thin memory element, whose free surfaces change the sum over modes.

\section{Parameters that belong to a mesh}

Measured room-temperature values already include the effect of thermal spin waves. Using them in cells that generate part of those waves again counts that part twice. To make the long-wave output equal the measured values to first order in $t$, (\ref{stiff}) is solved for $A_{\rm cell}$. Since $A_{\rm cell}t_{\rm cell}=kT/(2a)$,
\begin{align}
A_{\rm cell}(a)&=A_{\rm macro}+\left(W+\tfrac16\right)\frac{kT}{2a},\\
M_{\rm cell}(a)&=\frac{M_{\rm macro}}{1-Wt_{\rm cell}},\qquad
K_{\rm cell}(a)=\frac{K_{\rm macro}}{1-3Wt_{\rm cell}},
\end{align}
with $t_{\rm cell}=kT/(2A_{\rm cell}a)$. For 1 nm cells the stiffness correction is $0.4194\times4.14\times10^{-21}/(2\times10^{-9})$ J/m, or 0.87 pJ/m. Then $A_{\rm cell}=10.87$ pJ/m, $t_{\rm cell}=0.1905$ and $M_{\rm cell}=800/(1-0.0481)=840$ kA/m. The moment $M_{\rm cell}a^3$ must also be used in the Zeeman energy and the thermal field.

The same 16 nm box then gives the following, with $M$ in kA/m and $A$ in pJ/m.

\begin{center}
\begin{tabular}{cccccc}
$a$ (nm) & \multicolumn{2}{c}{fixed input} & \multicolumn{3}{c}{renormalized input}\\
 & $M$ & $A_{\rm macro}$ & $M_{\rm cell}$ & $M$ & $A_{\rm macro}$\\
4 & 792 & 9.81 & 810 & 802 & 10.02\\
2 & 781 & 9.58 & 821 & 802 & 10.01\\
1 & 759 & 9.13 & 840 & 801 & 10.00
\end{tabular}
\end{center}

The spread of $M$ over the three meshes, relative to 800 kA/m, falls from 4.1\% to 0.15\%. The common excess of 1 to 2 kA/m is mainly the finite-box effect, which amounts to about $0.003\times800=2$ kA/m.

\section{Where the correction ends}

For large cells $t\to0$ and measured values can be used directly. Requiring $Wt<0.01$ gives $a>WkT/(0.02A)=5.2$ nm for this example. But the length $\sqrt{2A/\mu_0M^2}$, over which exchange competes with magnetostatic energy, is 5.0 nm. Cells that are large enough to ignore the renormalization of $M$ at the 1\% level (the corrections to $A$ and $K$ are larger) are here too large to resolve structures of that length.

For small cells the first-order matching breaks down. At fixed $A$, $t$ grows without bound and the cell magnet disorders. At $t=2.5$, $N\langle m^2\rangle$ is 3.24 for $6^3$ cells and 3.29 for $12^3$, whereas in an ordered magnet it would grow nearly eightfold. This $t$ corresponds to $a=0.083$ nm, below atomic spacings, so it describes the mathematical limit and not a material. The renormalized formula does not rescue that limit: as $a\to0$ it gives $t_{\rm cell}\to1/(W+\frac16)=2.4$, far outside the small-$t$ regime on which it rests.

A uniform field along the magnetization behaves differently from the mesh. It adds a gap energy density $g$, which changes $\lambda$ to $\lambda+h$ with $h=ga^2/(2A)$. For small $h$ the long waves dominate the change:
\begin{equation}
\int\!\frac{d^3q}{(2\pi)^3}\frac{h}{q^2(q^2+h)}
=\frac{1}{2\pi^2}\int_0^\infty\!\frac{h\,dq}{q^2+h}=\frac{\sqrt h}{4\pi}.
\end{equation}
Multiplying by $t$ gives, for a box much longer than $\sqrt{2A/g}$, a rise of $m$ equal to $kT\sqrt{g/2A}/(8\pi A)$, from which $a$ has cancelled. Long-wave physics is mesh independent at this order; the sensitivity to $a$ comes from short waves.

\section{Beside a real film}

The inputs are rough values for permalloy at room temperature, and the model omits several features of it. Dipolar interactions stiffen spin waves by at most a gap $\mu_0M^2=804$ kJ/m$^3$ in the harmonic approximation, which would raise $m$ by no more than about 0.003 on either the 4 nm or the 1 nm mesh. Classical equipartition is a larger fault on the 1 nm mesh. There the highest magnon energy is 35 meV, above $kT=26$ meV, and Bose statistics would reduce the harmonic thermal loss to 0.80 of its classical value, from about 5.2\% to 4.2\%. The bulk geometry also fails for a film only a few nanometres thick. In a film of thickness $d$ represented by one layer of cells, $J=2Ad$ no longer depends on the in-plane cell side, and the sum over modes becomes two-dimensional. In zero field, without anisotropy and without dipolar interactions (which in a real film gap the out-of-plane component at long wavelengths and so change the numbers below, most for cells larger than the exchange length), for lateral size $L\gg a$,
\begin{equation}
1-\langle m\rangle\simeq\frac{kT}{2Ad}\int\!\frac{d^2q}{(2\pi)^2}\frac1{q^2}
\simeq\frac{kT}{4\pi Ad}\ln\frac La+\text{const}\times\frac{kT}{Ad}.
\end{equation}
Halving the in-plane cell side then adds a loss of $kT\ln2/(4\pi Ad)$, which is 0.011 for $d=2$ nm and the same $A$ and $T$. The drift is logarithmic: while the loss is small, each halving adds the same amount, whereas in bulk each halving adds twice as much as the one before. It does not level off in this regime, and the bulk constants above do not correct it. The parameters must be matched again for the film and its mesh. Further values for the bulk example are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Rough permalloy inputs: A = 10.0 pJ/m, M = 800 kA/m
Temperature 300 K, periodic box side 16 nm
W (Bessel integral) = 0.25273, W (lattice sums) = 0.25273
Stiffness coefficient W + 1/6 = 0.4194
Helix 64 nm, continuum: 96.38 kJ/m3
  helix energy, 4 nm cells: 95.15 kJ/m3
  helix energy, 2 nm cells: 96.07 kJ/m3
  helix energy, 1 nm cells: 96.31 kJ/m3
Cells 4 nm: t = 0.0518, bulk formula m = 0.9869
  fixed: m = 0.9897, M = 791.8 kA/m, A_macro = 9.81 pJ/m
  fixed: anisotropy factor K_macro/K_cell = 0.9695
  renormalized input: A_cell = 10.22 pJ/m, M_cell = 810.4 kA/m, t_cell = 0.0507
  renormalized input: K_cell/K_macro = 1.0400
  renormalized result: M = 802.2 kA/m, A_macro = 10.02 pJ/m
Cells 2 nm: t = 0.1035, bulk formula m = 0.9738
  fixed: m = 0.9764, M = 781.1 kA/m, A_macro = 9.58 pJ/m
  fixed: anisotropy factor K_macro/K_cell = 0.9308
  renormalized input: A_cell = 10.43 pJ/m, M_cell = 820.6 kA/m, t_cell = 0.0992
  renormalized input: K_cell/K_macro = 1.0814
  renormalized result: M = 802.0 kA/m, A_macro = 10.01 pJ/m
Cells 1 nm: t = 0.2071, bulk formula m = 0.9477
  fixed: m = 0.9486, M = 758.9 kA/m, A_macro = 9.13 pJ/m
  fixed: anisotropy factor K_macro/K_cell = 0.8537
  renormalized input: A_cell = 10.87 pJ/m, M_cell = 840.5 kA/m, t_cell = 0.1905
  renormalized input: K_cell/K_macro = 1.1689
  renormalized result: M = 801.0 kA/m, A_macro = 10.00 pJ/m
Drop in m from 2 to 1 nm: 0.0277, formula 0.0262
Spread of M over meshes: fixed 4.11 %, renormalized 0.15 %
Finite-box excess of m (1 nm mesh): 0.0029
Nonuniform power 1-m^2: 2 nm 0.0467, 1 nm 0.1001
  1 nm mesh: old modes 0.0366, new modes 0.0635
Stochastic LLG, 2 nm: m = 0.9765, Monte Carlo 0.9764
  time step 27.3 fs, thermal field rms 16.42 T
t = 2.5: N<m^2> = 3.24 (6^3 cells), 3.29 (12^3)
  this t is reached at cell side 0.083 nm
Dipolar gap bound mu0 M^2 = 804 kJ/m3
  long-wave formula for rise of m: 0.0033
  lattice value for rise of m, 4 nm cells: 0.0034
  lattice value for rise of m, 1 nm cells: 0.0034
Highest magnon energy, 1 nm mesh: 34.7 meV, kT = 25.9 meV
Bose/classical thermal loss, 1 nm mesh: 0.797
Moment of a 1 nm cell: 86.3 Bohr magnetons
\end{verbatim}
